\section*{Weinert pseudo-charge method for a charged simple cubic cell, part 2}

A simple cubic cell of edge $a$, volume $\Omega=a^3$ and net charge $Q$ contains a sphere $S$ of radius $R\le a/2$ about a nucleus $Z$ at the origin. The density is $\rho_{\rm MT}=Z\delta(\mathbf r)+\rho_e$ in $S$ and $\rho_I=\sum_{\mathbf G}\rho_I(\mathbf G)e^{i\mathbf G\cdot\mathbf r}$ outside, with $\mathbf G=2\pi\mathbf n/a$; the continuation of $\rho_I$ into $S$ is arbitrary. Their charges in $S$ are $q_{\rm MT}$ and $q_I$:
\begin{equation}
q_I=\frac{4\pi}{3}R^3\rho_I(0)+\sum_{\mathbf G\ne0}\rho_I(\mathbf G)\,\frac{4\pi R^2j_1(GR)}{G}.
\label{qI}
\end{equation}
A pseudo-density $\rho_{\rm ps}\propto(1-r^2/R^2)^N$ in $S$, with charge $\tilde q=q_{\rm MT}-q_I$ and $\langle r^2\rangle_{\rm ps}=3R^2/(2N+5)$, makes $\tilde\rho=\rho_I+\rho_{\rm ps}$ give the true interstitial field, and
\begin{equation}
\Omega\tilde\rho(0)=\Omega\rho_I(0)+\tilde q=Q .
\label{sum}
\end{equation}
The potential series $\tilde V$ of $\tilde\rho$ omits $\mathbf G=0$, which adds a background $-Q/\Omega$ throughout the cell. Booking A keeps it apart from $\rho_{\rm MT}$ and $\rho_I$; booking B adds it to both, so $\Omega\tilde\rho(0)=0$.

In atomic units, with $\langle V\rangle=0$, the potential is $V=\tilde V+\delta V+C$. Here $\delta V$, the potential of $\delta\rho=\rho_{\rm MT}-\rho_I-\rho_{\rm ps}$ in $S$, vanishes outside the spheres, and
\begin{equation}
\int\delta V\,d^3r=-\frac{2\pi}{3}\int r^2\delta\rho\,d^3r,\qquad
C=\frac{2\pi}{3\Omega}\int_Sr^2\,(\rho_{\rm MT}-\rho_I-\rho_{\rm ps})\,d^3r .
\label{C}
\end{equation}
In booking A, $V_M=\lim_{r\to0}[V(\mathbf r)-Z/r]$ is
\begin{align}
V_M={}&\sum_{\mathbf G\ne0}\frac{4\pi\tilde\rho(\mathbf G)}{G^2}j_0(GR)-\frac ZR+\int_S\rho_e\Big(\frac1r-\frac1R\Big)d^3r\nonumber\\
&-\frac{2\pi}{3}\frac Q\Omega R^2+C .
\label{VM}
\end{align}
In booking B the third term supplies the fourth. The average of $V$ over the surface of $S$, $\bar V(R)$, is the first term plus $C$.

For a lattice of point charges $Z$ in the background, $V_M=-\alpha Z/a$ with
\begin{equation}
\alpha=\frac aR+\frac{2\pi}{3}\frac{R^2}{a^2}\Big[1+\frac{3}{2N+5}\Big]-\sum_{m\ge1}\frac{c_m\,F_N(G_mR)\,j_0(G_mR)}{\pi m}.
\label{alpha}
\end{equation}
Here $F_N(x)=(2N+3)!!\,j_{N+1}(x)/x^{N+1}$, and shell $m=|\mathbf n|^2$ has $c_m$ vectors.

The example of part (d) has $Z=1$, $a=5$ \AA, $R=2$ \AA, $N=6$. With $e^2=14.399645$ eV\,\AA, $e^2/a=2.879929$ eV. Ewald summation confirms $\alpha=2.837297$, so $V_M=-8.1712$ eV. A sum over neutral cubes gives $-2.313699/a$, in a convention where the average potential is $\pi/(6a)$.

\section*{Part (e): truncation}

\emph{Question.} Estimate the error of \eqref{alpha} when the sum stops at $G_{\max}$, for large $X=G_{\max}R$.

\emph{Model answer.} The sum enters with a minus sign, so $\alpha_X-\alpha$ equals the omitted tail. For large $G$ replace $\sum_{\mathbf G}$ by $\frac{\Omega}{8\pi^3}\int4\pi G^2dG$; the weight $4\pi a/(\Omega G^2)$ then gives $\frac{2a}{\pi}\int dG=\frac{2a}{\pi R}\int dx$. To leading order $j_{N+1}\simeq\sin[x-(N+1)\pi/2]/x$ and $j_0=\sin x/x$. The identity $\sin(x-\phi)\sin x=\frac12\cos\phi-\frac12\cos(2x-\phi)$ splits the product into a steady part and an oscillating part, and the oscillating part integrates to one power of $X$ less. Keeping the steady part, with $\int_X^\infty x^{-(N+3)}dx=X^{-(N+2)}/(N+2)$,
\begin{equation}
\alpha_X-\alpha\simeq\frac aR\,\frac{(2N+3)!!\,\cos[(N+1)\pi/2]}{\pi(N+2)\,X^{N+2}} .
\label{tail}
\end{equation}
At $R/a=0.4$, $X=150.80$, the difference $\alpha_X-\alpha_{\rm Ewald}$ is $-1.160\times10^{-6}$ for $N=1$ (law: $-1.160\times10^{-6}$) and $1.927\times10^{-9}$ for $N=3$ (law: $1.929\times10^{-9}$). This cutoff is a favourable one. For odd $N$ the neglected oscillating part is, relative to \eqref{tail}, $(N+2)\sin 2X/(2X)$, and here $X=2\pi\times60\times0.4=48\pi$ makes $\sin2X=0$. At neighbouring cutoffs it reaches about $3/(2X)\approx1\%$ for $N=1$ and $5/(2X)\approx1.7\%$ for $N=3$. For even $N$ the cosine vanishes, and \eqref{tail} says no more than that the leading term is absent. The law is asymptotic and is not meant for the low shells of part (d), where the lattice is far from a continuum.

\section*{Part (f): what each omission costs}

\emph{Question.} Find the error in $V_M$ when $\rho_I(0)$ is left out of \eqref{qI}, everything else being done correctly with the resulting $\tilde q$. Evaluate it for the lattice of (d) in booking B at $R=1.5,2.0,2.5$ \AA. Give also the effect of omitting the background in the sphere, of omitting $C$, and of $R>a/2$.

\emph{Model answer.} Leaving out the first term of \eqref{qI} changes $\tilde q$ by $\delta q=\frac{4\pi}{3}R^3\rho_I(0)$. In \eqref{VM}, $\tilde q$ enters linearly through the series and through $C$; the true $Q$ and the full $\rho_I$ in \eqref{C} are kept. So $\delta V_M=\delta q\,[\Sigma/a-\frac{2\pi}{3\Omega}\langle r^2\rangle_{\rm ps}]$, with $\Sigma$ the shell sum of \eqref{alpha}. Eliminating $\Sigma$ with \eqref{alpha},
\begin{equation}
\delta V_M=\delta q\,B(R),\qquad B(R)=-\frac\alpha a+\frac1R+\frac{2\pi R^2}{3\Omega}.
\label{B}
\end{equation}
The meaning of $B$ follows from \eqref{VM} for a unit point lattice: $V_M=\bar V(R)-1/R-2\pi R^2/3\Omega$, so $\bar V(R)=B(R)$. The fault adds to the interstitial potential that of a spurious lattice of charges $\delta q$ with its own background, and the nucleus sees the average of that potential over the sphere surface. An angular average of the Ewald potential at $R=2$ \AA\ gives $aB=-0.002194$, as does \eqref{B}.

In booking B, $\rho_I(0)=-1/\Omega$, so $\delta q=-f$ with $f$ the sphere volume fraction. At $R=2$ \AA, $f=0.268083$; correctly $\tilde q=0.731917-(-0.268083)=1$, while the fault gives $\tilde q=0.73192$.
\begin{center}
\begin{tabular}{crrrr}
$R$ (\AA)&$\delta q$&$aB$&$\alpha$ found&$\delta V_M$ (eV)\\
1.5&$-0.11310$&0.684531&2.91472&$-0.2230$\\
2.0&$-0.26808$&$-0.002194$&2.83671&0.0017\\
2.5&$-0.52360$&$-0.313699$&2.67305&0.4730
\end{tabular}
\end{center}
For instance $(-0.52360)(-0.313699)(2.879929\ {\rm eV})=0.4730$ eV. The middle row is deceptive. At $R=0.4a$ the three terms of $aB$, namely $-2.837297+2.5+0.335103$, nearly cancel, and a pseudo-charge wrong by 27\% of $Z$ moves $V_M$ by 0.0017 eV out of 8.17 eV. Since $B$ is positive at 1.5 \AA\ and negative at 2.0 \AA, it has a zero between them, where the fault leaves $V_M$ unchanged. The sum rule \eqref{sum} detects it at all three radii: $\Omega\tilde\rho(0)$ comes out as $\delta q$ and not as 0.

Omitting the background in the sphere removes $\frac{2\pi}{3}(R/a)^2$ from \eqref{alpha}, giving $2.83730-0.33510\approx2.5022$ at $R=2$ \AA\ and $2.31370$ at $R=2.5$ \AA; the symptom is a dependence on $R$. The second number equals the magnitude of the cube-sum limit $-2.313699$ of (d) because $\frac{2\pi}{3}\cdot\frac14=\frac\pi6$. Omitting $C$ removes $2\pi(R/a)^2/(2N+5)$, giving $2.83730-0.05914=2.77816$, which depends on both $R$ and $N$. For $R>a/2$ the surface of $S$ runs through neighbouring spheres, where $\delta V\ne0$, and the boundary value used in \eqref{VM} is no longer the true one. For $R/a=0.7$, $N=2$, \eqref{alpha} yields $2.92316$, about 3\% above $2.83730$.

\section*{Part (g): a charged cell with electrons}

\emph{Question.} In the same cell, with $R=2$ \AA\ and $N=6$, take $Z=4$, two core electrons and one valence electron, in periodically repeated densities $(2\pi\sigma^2)^{-3/2}e^{-r^2/2\sigma^2}$ with $\sigma=0.25$ \AA\ and $1.5$ \AA. These are round model parameters. Continuation 1 takes $\rho_I$ as the valence density; continuation 2 adds a Gaussian of charge $-3$ and $\sigma=0.275$ \AA. Follow the monopoles and $V_M$ in both, in booking B, and with the fault of (f).

\emph{Model answer.} The net charge is $Q=4-2-1=+1$. The narrow Gaussians lie within $S$ to the accuracy needed: the sum rule was tested to $10^{-9}$. Here $q_{\rm MT}$ comes from a real-space sum over images and $q_I$ from \eqref{qI}.
\begin{center}
\begin{tabular}{lrrrrr}
&$q_{\rm MT}$&$q_I$&$\mathbf G=0$ part&$\tilde q$&$\Omega\tilde\rho(0)$\\
A1&1.579465&$-0.420535$&$-0.268083$&2&1\\
A2&1.579465&$-3.420535$&$-1.072330$&5&1\\
B1&1.311383&$-0.688617$&$-0.536165$&2&0
\end{tabular}
\end{center}
The values of $\Omega\rho_I(0)$ are $-1$, $-4$ and $-2$, and the $\mathbf G=0$ parts are these times $f=0.268083$. In A1, $\rho_I(0)$ has the opposite sign to $Q/\Omega$, and its term is the larger share of $q_I$. The sum rule reads $-1+2=1$, $-4+5=1$, $-2+2=0$.

For A1 the five terms of \eqref{VM}, in eV, are
\begin{equation}
0.13090-28.79929-79.38435-0.96507-0.43109=-109.4489 .
\end{equation}
The constant can be checked by hand. A Gaussian has $\langle r^2\rangle=3\sigma^2$, the valence density cancels in $\rho_{\rm MT}-\rho_I$, and $\langle r^2\rangle_{\rm ps}=0.70588$ \AA$^2$. So $\int r^2\delta\rho\,d^3r=-2(0.1875)-2(0.70588)=-1.78676$ \AA$^2$, and $C=-\frac{2\pi}{3\times125}(14.399645)(1.78676)=-0.4311$ eV. The reference value, $-\alpha Z/a$ plus the direct Fourier series of the two Gaussian densities, is $-109.4489$ eV, and A1, A2, B1 and a run with $R=2.5$ \AA\ were tested to agree with it to $10^{-7}e^2/a$.

In A2 the series term rises to $0.47760$ eV and $C$ falls to $-0.77780$ eV, while their sum stays at $-0.3002$ eV. The two densities $\tilde\rho$ differ by the Gaussian of charge $-3$ plus an extra $\rho_{\rm ps}$ of charge $+3$, together a neutral spherical charge, which shifts $\tilde V$ outside $S$ by a constant. By \eqref{C} the change in $C$ is $\frac{2\pi}{125}(14.399645)(0.226875-0.70588)=-0.3467$ eV, with $3\sigma^2=0.226875$ \AA$^2$, in agreement with $-0.77780+0.43109$. Without $C$ the result would depend on an unphysical choice.

With the fault, $\Omega\tilde\rho(0)$ becomes $0.731917$ in A1 and $-0.072330$ in A2 instead of 1. The errors in $V_M$ relative to the reference are $0.00169$ and $0.00678$ eV, in the ratio $1:4$ of the two $\rho_I(0)$, and both are small because $B(2\ \text{\AA})$ is near its zero. At $R=2.5$ \AA\ the same fault in A1 gives $-108.9759$ eV, an error of $0.4730$ eV. This equals the point-lattice error of (f) at that radius, since $\Omega\rho_I(0)=-1$ in both cases and \eqref{B} involves the density through $\rho_I(0)$ alone.

\section*{Table of computed values}
\begin{verbatim}
e^2 = 14.399645 eV A; a = 5.0 A; R = 2.0 A; N = 6; e^2/a = 2.879929 eV
volume = 125.0 A^3; sphere fraction = 0.268083
alpha Ewald = 2.837297479; cube sum = 2.837297479; field energy = 2.837297479
unit cube centre potential 2.380077, cube-sum limit -2.313699, average 0.523599 (e^2/a)
max deviation over R/a 0.25,0.4,0.5 and N 4,6,10 = 3.3e-10
alpha for overlapping R/a = 0.7, N = 2: 2.92316
Example I, Z = 1 (dimensionless unless marked)
 m=1 c=6 GR=2.5133 F=0.828912 j0=0.233872 term=0.370244
 m=2 c=12 GR=3.5543 F=0.684413 j0=-0.112848 term=-0.147507
 m=3 c=8 GR=4.3531 F=0.562723 j0=-0.215054 term=-0.102721
 m=4 c=6 GR=5.0265 F=0.460554 j0=-0.189207 term=-0.041606
 m=5 c=24 GR=5.6199 F=0.375055 j0=-0.109566 term=-0.062786
 m=6 c=24 GR=6.1562 F=0.303758 j0=-0.020565 term=-0.007954
 m=8 c=12 GR=7.1086 F=0.195525 j0=0.103373 term=0.009650
 m=9 c=30 GR=7.5398 F=0.155161 j0=0.126138 term=0.020766
 a/R = 2.500000; background = 0.335103; average shift = 0.059136
 series = 0.056942; average by quadrature = 0.059136; <r^2> = 0.70588 A^2
 |n|<=2: Gmax=2.513 1/A, alpha=2.81582945
 |n|<=3: Gmax=3.770 1/A, alpha=2.85615275
 |n|<=4: Gmax=5.027 1/A, alpha=2.83504188
 |n|<=6: Gmax=7.540 1/A, alpha=2.83724291
 |n|<=10: Gmax=12.566 1/A, alpha=2.83729654
 |n|<=60: Gmax=75.398 1/A, alpha=2.83729748
 tail N=1, X=150.80: found -1.160e-06, law -1.160e-06
 tail N=3, X=150.80: found 1.927e-09, law 1.929e-09
 V_M = -8.17122 eV = -0.300287 Ha; E = -4.08561 eV = -0.150143 Ha
 point (2.5,1.5,1.0) A, N=10: V = -1.542719 eV, Ewald -1.542719 eV
 Laplacian there /(4 pi Z/volume) = 1.000000
 booking B: q_MT=0.731917 q_I=-0.268083 q_ps=1.000000 e
 a*B(2 A): formula -0.002194, angular average of Ewald -0.002194
 fault R=1.5 A: q_ps=0.88690 e cell=-0.11310 e a*B=0.684531 alpha=2.91472 error=-0.22296 eV
 fault R=2.0 A: q_ps=0.73192 e cell=-0.26808 e a*B=-0.002194 alpha=2.83671 error=0.00169 eV
 fault R=2.5 A: q_ps=0.47640 e cell=-0.52360 e a*B=-0.313699 alpha=2.67305 error=0.47303 eV
 no background in sphere: alpha=2.50219 (R=2 A), 2.31370 (R=2.5 A)
 no average shift: alpha = 2.77816
Example II: Z=4, core 2 e s=0.250 A, valence 1 e s=1.500 A, Q=1 e
 added continuation -3.0 e, s=0.275 A; reference V_M = -109.448907 eV
 A1: q_MT=1.579465 q_I=-0.420535 G0 part=-0.268083 q_ps=2.000000 cell=1.000000 e
 A1: V(R)=0.13090 C=-0.43109 V_M=-109.448907 error=0.00000 eV
 A2: q_MT=1.579465 q_I=-3.420535 G0 part=-1.072330 q_ps=5.000000 cell=1.000000 e
 A2: V(R)=0.47760 C=-0.77780 V_M=-109.448907 error=-0.00000 eV
 B1: q_MT=1.311383 q_I=-0.688617 G0 part=-0.536165 q_ps=2.000000 cell=0.000000 e
 B1: V(R)=0.13090 C=-0.43109 V_M=-109.448907 error=0.00000 eV
 A1 fault: q_MT=1.579465 q_I=-0.152452 G0 part=-0.268083 q_ps=1.731917 cell=0.731917 e
 A1 fault: V(R)=0.08693 C=-0.38543 V_M=-109.447213 error=0.00169 eV
 A2 fault: q_MT=1.579465 q_I=-2.348205 G0 part=-1.072330 q_ps=3.927670 cell=-0.072330 e
 A2 fault: V(R)=0.30176 C=-0.59517 V_M=-109.442131 error=0.00678 eV
 A1 R=2.5 A: q_MT=1.315371 q_I=-0.684629 G0 part=-0.523599 q_ps=2.000000 cell=1.000000 e
 A1 R=2.5 A: V(R)=-1.23892 C=-0.62269 V_M=-109.448907 error=-0.00000 eV
 A1 fault R=2.5 A: q_MT=1.315371 q_I=-0.161030 G0 part=-0.523599 q_ps=1.476401 cell=0.476401 e
 A1 fault R=2.5 A: V(R)=-0.90522 C=-0.48335 V_M=-108.975872 error=0.47303 eV
 A1 terms: -Z/R=-28.79929 electrons=-79.38435 background=-0.96507 eV
\end{verbatim}
